\section*{Null-Collision Sampling of Energy-Dependent Free Flights}

\section{A constant clock for a varying rate}

An electron in a model gas starts at 1 eV, where its collision frequency is $0.4536\ \mathrm{ns}^{-1}$. At that rate its mean free-flight time would be $1/0.4536=2.20$ ns. A field speeds it up along its direction of motion, and the mean flight is in fact only 0.815 ns. Random candidate times drawn at the constant rate $9.005\ \mathrm{ns}^{-1}$, most of them discarded, give a sampled mean of $0.8149\pm0.0011$ ns. Neither the constant rate nor the discarding distorts the result, and the reason is an identity for the whole distribution of flight times.

\section{The law to be sampled}

The algebra is in atomic units. The electron has speed $v=\sqrt{2\varepsilon}$ at kinetic energy $\varepsilon$ and feels a force of magnitude $F$. The gas is uniform, at rest, and has number density $N$. Collision channel $k$ has cross section $\sigma_k(\varepsilon)$, and
\begin{equation}
\nu_k(\varepsilon)=Nv\sigma_k(\varepsilon),\qquad
\nu(\varepsilon)=\sum_k\nu_k(\varepsilon).
\end{equation}
Between collisions the motion is deterministic, so the velocity at $t=0$ fixes $\varepsilon(t)$ until the next collision. We write $\nu(t)$ for $\nu(\varepsilon(t))$ and assume that it is piecewise continuous and bounded on every finite time interval.

Let $S(t)$ be the probability that no collision has occurred by time $t$. Given survival to $t$, a collision in the next $dt$ has probability $\nu(t)\,dt$, whatever happened earlier. Hence
\begin{equation}
S(t+dt)=S(t)\,[1-\nu(t)\,dt],\qquad \frac{dS}{dt}=-\nu(t)S(t).
\end{equation}
Dividing by $S$ and integrating from $S(0)=1$ gives
\begin{equation}
S(t)=e^{-\Lambda(t)},\qquad \Lambda(t)=\int_0^t\nu(s)\,ds .
\label{eq:true}
\end{equation}
The flight ends through channel $k$ between $t$ and $t+dt$ with probability $\nu_k(t)S(t)\,dt$. These densities are the joint law of flight time and channel. If $\Lambda$ stays finite as $t\to\infty$, some flights never end; the law still holds, but the mean flight time is then infinite.

Using the starting rate throughout replaces $\Lambda(t)$ by $\nu(0)t$. That is correct for constant $\nu$, but not in general.

\section{The algorithm and its proof}

Choose a constant trial frequency $\nu'>0$. Draw candidate times whose successive gaps are independent and have density $\nu'e^{-\nu'u}$ at length $u\ge0$. At each candidate, advance the electron along its trajectory, evaluate the $\nu_k$, and draw an independent $r$, uniform on $[0,1)$. Lay intervals of lengths $\nu_1,\nu_2,\ldots$ end to end from zero. If $r\nu'$ falls in interval $k$, a real collision of type $k$ occurs. If $r\nu'\ge\nu$, the event is null: the velocity is unchanged and the flight goes on.

Suppose that $\nu(t)\le\nu'$ along the flight. The probability density for candidates at $t_1<\cdots<t_n$, and no others before $t$, is the product of $n$ gap densities and the probability of an empty last interval. With $t_0=0$,
\begin{equation}
\left[\prod_{i=1}^n\nu'e^{-\nu'(t_i-t_{i-1})}\right]e^{-\nu'(t-t_n)}
=\nu'^{\,n}e^{-\nu't},
\end{equation}
because the exponents add up to $-\nu't$. Null events leave the trajectory unchanged, so the energy at each $t_i$ does not depend on how many candidates came before. The probability that all $n$ are null is therefore $\prod_i[1-\nu(t_i)/\nu']$. Multiplying the two factors gives
\begin{equation}
e^{-\nu't}\prod_{i=1}^n g(t_i),\qquad g(t)=\nu'-\nu(t)\ge0 .
\end{equation}

The candidate times are not observed, so we integrate over them:
\begin{equation}
J_n(t)=\int_{0<t_1<\cdots<t_n<t}\prod_{i=1}^n g(t_i)\,dt_1\cdots dt_n
=\frac{1}{n!}\left[\int_0^t g(s)\,ds\right]^n .
\label{eq:simplex}
\end{equation}
The second equality holds because the integrand is symmetric in its arguments. The cube $[0,t]^n$ consists of $n!$ ordered regions with equal integrals, apart from coincident times, which have zero volume. Summing over the number of null events, with $J_0=1$,
\begin{align}
S_{\rm sim}(t)&=e^{-\nu't}\sum_{n=0}^{\infty}J_n(t)
=e^{-\nu't}\exp\left[\int_0^t(\nu'-\nu(s))\,ds\right]\nonumber\\
&=\exp\left[-\int_0^t\nu(s)\,ds\right]=S(t).
\label{eq:sum}
\end{align}
The trial frequency cancels. No time step was introduced and no smallness of $\nu/\nu'$ was used.

The channels follow from the lack of memory of exponential gaps. If a gap has already lasted for $s$, the chance that it lasts a further $u$ is $e^{-\nu'(s+u)}/e^{-\nu's}=e^{-\nu'u}$. A surviving electron thus meets a candidate in the next $dt$ with probability $\nu'dt$, and channel $k$ accepts it with probability $\nu_k/\nu'$. The product with $S(t)$ is $\nu_k(t)S(t)\,dt$, as required. If $\nu=\nu'$ throughout, every candidate is real and the method reduces to ordinary exponential sampling.

\section{The error when the bound fails}

The comparison $r\nu'<\nu$ can be carried out even when $\nu>\nu'$, and it then accepts with probability one. The acceptance probability is $\min(\nu,\nu')/\nu'$. The proof above holds with $\nu$ replaced by $\min(\nu,\nu')$, so
\begin{equation}
S_{\rm sim}(t)=\exp\left[-\int_0^t\min(\nu(s),\nu')\,ds\right].
\end{equation}
Since $\nu-\min(\nu,\nu')=\max(\nu-\nu',0)$,
\begin{equation}
\frac{S_{\rm sim}(t)}{S(t)}=e^{D(t)},\qquad
D(t)=\int_0^t\max(\nu(s)-\nu',0)\,ds .
\label{eq:violation}
\end{equation}
The two laws agree at all times if and only if $D$ vanishes at all times, that is, if $\nu\le\nu'$ except on a set of times of measure zero. This is the precise sense in which the bound is both sufficient and necessary for the flight-time law.

The error has a definite sign. From $S=S_{\rm sim}e^{-D}$ and $1-e^{-D}\le D$,
\begin{equation}
0\le S_{\rm sim}-S=S_{\rm sim}(1-e^{-D})\le S_{\rm sim}D .
\end{equation}
Simulated flights are too long on average, and more samples do not remove the bias. Nor does a bound that holds at the starting energy protect the rest of the flight.

\section{A bound and a closed reference law}

The model gas has an elastic and an inelastic channel. With $x=\varepsilon/\varepsilon_0$,
\begin{equation}
\sigma_{\rm el}=\frac{2\sigma_0x}{1+x^2},\qquad
\sigma_{\rm in}=4\sigma_1\frac{\varepsilon_t}{\varepsilon}
\left(1-\frac{\varepsilon_t}{\varepsilon}\right)
\quad(\varepsilon>\varepsilon_t),
\end{equation}
and $\sigma_{\rm in}=0$ below threshold. The chosen values are $\sigma_0=20$ \AA$^2$, $\varepsilon_0=10$ eV, $\sigma_1=3$ \AA$^2$ and $\varepsilon_t=2$ eV.

The quantity to bound is $v\sigma$, not $\sigma$. The elastic frequency is proportional to $x^{3/2}/(1+x^2)$. Its logarithmic derivative vanishes when $3/(2x)=2x/(1+x^2)$, or $x^2=3$, where $\sigma_{\rm el}=\sqrt3\,\sigma_0/2$. The inelastic frequency is proportional to $\varepsilon^{-1/2}-\varepsilon_t\varepsilon^{-3/2}$. Setting its derivative to zero gives $\varepsilon=3\varepsilon_t$, where $\sigma_{\rm in}=8\sigma_1/9$. Both frequencies vanish at the ends of their energy ranges, so these points are maxima.

At 1 Torr and 500 K the density is $1.931\times10^{16}\ \mathrm{cm}^{-3}$. The maxima are 8.257 and $0.748\ \mathrm{ns}^{-1}$, and their sum, $\nu'=9.005\ \mathrm{ns}^{-1}$, is a bound at every energy. The channels peak at different energies, so the sum is not the smallest possible bound. A scan of the total frequency finds a largest value of $8.845\ \mathrm{ns}^{-1}$, 1.8\% below $\nu'$.

For motion along the force, $d\varepsilon=Fv\,dt$. The speed cancels from the collision integral:
\begin{equation}
\nu\,dt=Nv\sigma\,\frac{d\varepsilon}{Fv}
=\frac{N}{F}\,\sigma(\varepsilon)\,d\varepsilon .
\end{equation}
For a start at $\varepsilon_i<\varepsilon_t$, with $x_i=\varepsilon_i/\varepsilon_0$, integration gives, once $\varepsilon>\varepsilon_t$,
\begin{equation}
\Lambda=\frac{N}{F}\left\{\sigma_0\varepsilon_0
\ln\frac{1+x^2}{1+x_i^2}
+4\sigma_1\varepsilon_t\left[\ln\frac{\varepsilon}{\varepsilon_t}
+\frac{\varepsilon_t}{\varepsilon}-1\right]\right\}.
\label{eq:closed}
\end{equation}
Below threshold the square bracket is absent.

\section{Reading one flight and many}

The field is 20 V/cm. The starting speed is 0.5931 mm/ns and the acceleration $0.3518\ \mathrm{mm/ns^2}$. After 1 ns the speed is 0.9449 mm/ns, so the energy is $(0.9449/0.5931)^2=2.538$ eV. For cross sections in \AA$^2$ and energies in eV, $N/F=1.9313/20=0.09657$. Equation \eqref{eq:closed} then gives
\begin{align}
\Lambda&=0.09657\left\{200\ln\frac{1.0644}{1.0100}
+24\left[\ln1.269+0.788-1\right]\right\}\nonumber\\
&=0.09657\,(10.49+0.63)=1.074,
\end{align}
and $S=e^{-1.074}=0.342$. At 0.5 and 2 ns the survival is 0.71 and 0.012. Summing the null-event series for $n=0$ to 120, with each $J_n$ obtained by repeated time-ordered integration, reproduces the closed law up to 4 ns with a largest relative error of $2.1\times10^{-6}$. This checks the sum over null events in \eqref{eq:sum} without sampling noise.

One short flight, picked because it has four candidates, shows the decisions:
\begin{center}
\begin{tabular}{ccccc}
$t$ (ns) & $\varepsilon$ (eV) & $\nu/\nu'$ & $r$ & event\\
0.159 & 1.198 & 0.066 & 0.242 & null\\
0.218 & 1.275 & 0.072 & 0.162 & null\\
0.245 & 1.312 & 0.075 & 0.447 & null\\
0.257 & 1.328 & 0.077 & 0.021 & real
\end{tabular}
\end{center}
The energy keeps rising through the null events. The real collision is elastic, because the energy is still below the inelastic threshold.

In 200\,000 flights the inelastic share is 0.0888, against $\int_0^\infty\nu_{\rm in}S\,dt=0.0891$. To compare whole distributions, take the largest difference between the sampled and predicted cumulative laws and multiply it by the square root of the sample size. Under the correct law this scaled distance exceeds 2.3 with probability below $10^{-4}$. Here it is 0.69.

A second start has the same energy, but its direction has cosine $-0.8$ with the force. The parallel motion first slows, and the energy falls to the transverse part, $1-0.8^2=0.36$ eV, before it rises. The mean flight is now 2.559 ns by quadrature and 2.559 ns by sampling, with a scaled distance of 0.86. The frozen rate still predicts 2.20 ns. It is too long by a factor of 2.7 for the first start and too short by 14\% for the second, so no single correction factor would repair it.

For a failed bound, set $\nu'=1.0\ \mathrm{ns}^{-1}$ and keep the first start. The bound holds initially but fails between 1.715 eV and about 2.4 keV. The electron reaches the lower of these energies after about 0.52 ns. About 70\% of flights survive that long. The clipped law predicts a mean of 1.140 ns, 40\% above the true mean, and sampling gives 1.142 ns. The scaled distance is 1.1 from the clipped law and 78 from the true one. The sampler reports nothing unusual; a direct comparison of $\nu$ with $\nu'$ at each candidate would reveal the violation.

\section{Cost and accuracy}

A candidate is drawn between $t$ and $t+dt$ if the flight has survived to $t$ and the clock fires. The mean number of candidates per flight, including the accepted one, is therefore
\begin{equation}
\langle n_c\rangle=\int_0^\infty\nu'S(t)\,dt=\nu'\langle T\rangle ,
\end{equation}
where $\langle T\rangle=\int_0^\infty S\,dt$ is the mean flight time, assumed finite. The example gives $9.005\times0.8153=7.34$, and the sampled mean is also 7.34. Doubling $\nu'$ raises it to 14.70 and leaves the flight law intact, with a scaled distance of 0.63. A loose valid bound costs work, not accuracy.

The work can be reduced by a bound that holds only up to a chosen time $\tau$. Whenever the next candidate would fall after $\tau$, discard it, move the electron to $\tau$ and start a new gap there with a new bound. The lack of memory permits this, and the survival probabilities of successive windows multiply to $e^{-\Lambda}$. In the first nanosecond of the example both channel frequencies rise with energy, so the value at 2.538 eV is a bound. There $\sigma=9.54+2.00=11.54$ \AA$^2$, and with $N=0.1931$ per mm per \AA$^2$ the bound is $0.1931\times0.9449\times11.54=2.11\ \mathrm{ns}^{-1}$. It reduces the candidate rate in this window by a factor of 4.3.

Long flights need a separate look. At high energy \eqref{eq:closed} behaves as $p\ln\varepsilon$, with
\begin{equation}
p=\frac{N}{F}\,(2\sigma_0\varepsilon_0+4\sigma_1\varepsilon_t)
=0.09657\times424=40.9 .
\end{equation}
Since $\varepsilon$ grows as $t^2$, $S$ falls as $t^{-2p}$. Every flight ends with probability one, and the mean is finite because $2p>1$. In this model, at fixed gas density, a field about 82 times larger would bring $2p$ down to one. The mean flight and the mean cost would then be infinite, although the law would still be sampled correctly. This threshold rests on the nonrelativistic growth $\varepsilon\propto t^2$ continued to unlimited energy and distance. With relativistic motion $\Lambda(\varepsilon)$ is unchanged but $\varepsilon$ finally grows as $t$, so the mean diverges already at $p=1$, a field about 41 times larger. At such fields a 20 mm gap would end the flight at a few keV at most, long before either tail is reached.

Exactness refers to ideal random numbers and real arithmetic, for given cross sections. Two errors remain in practice. The first is statistical: the survival estimated from $n$ flights has standard error $\sqrt{S(1-S)/n}\le1/(2\sqrt n)$, a limit of about 0.0011 for 200\,000 flights. The second comes from the input. If every cross section has a relative error of at most $\delta$, then the change $\Delta\Lambda$ in $\Lambda$ obeys $|\Delta\Lambda|\le\delta\cdot\Lambda$ and, to first order, the change in $S$ obeys
\begin{equation}
|\Delta S|\le\delta\cdot\Lambda e^{-\Lambda}\le\delta/e ,
\end{equation}
because $\Lambda e^{-\Lambda}$ is largest at $\Lambda=1$. For $\delta=0.05$ this limit is 0.018. It exceeds the statistical limit once $n>(e/2\delta)^2\approx740$. Beyond that, further flights may refine the answer to the wrong collision model.

\section{From one flight to a swarm}

After a real collision, the new velocity is drawn from the scattering law of the chosen channel, and a fresh candidate gap begins. The first flight and its outcome have the correct joint law. If the first $m$ collisions do, then, given the velocity after the $m$th, the proof applies to the next flight, so the first $m+1$ do as well. For observation at a fixed time $t_f$, the last flight contributes its survival probability, which is also correct. Real collisions are no more numerous than candidates, whose mean number is $\nu't_f$, so their number is finite with probability one. The result requires a bound on every flight, including those from energies reached after many collisions.

This was tested with 40\,000 electrons followed for 10 ns from the first start, with isotropic scattering, a 2 eV loss in each inelastic collision and no elastic recoil. The comparison method has no null events: it integrates $\nu$ in steps of 0.01 ns until an exponentially distributed value of $\Lambda$ is reached. The mean energies are 1.882 eV (null-collision) and 1.881 eV (stepped). The mean velocities along the force are 0.176 and 0.174 mm/ns. The differences are 0.13 and 0.40 combined standard errors.

With $\nu'=1.0\ \mathrm{ns}^{-1}$ the swarm has 3.72 eV and 0.366 mm/ns at 10 ns, about twice the correct values at that time. The inelastic interval was laid first, and its length never exceeds $0.748\ \mathrm{ns}^{-1}$, so clipping removes elastic collisions alone. Isotropic scattering resets the mean parallel velocity to zero, and fewer such collisions leave the field more time to act. The larger drift also raises the power $F\langle v_\parallel\rangle$ taken from the field, in line with the higher mean energy. The size of the energy error depends on the order of the intervals. The elastic frequency at the inelastic threshold is already $1.25\ \mathrm{ns}^{-1}$, above $\nu'$; had the elastic interval been laid first, no inelastic collision would occur at these energies and the mean energy would reach about 8.7 eV.

\section{Relation to a deposition reactor}

The pressure, temperature and field are rough values for the bulk of a plasma-deposition reactor; the field there varies and can be well below 20 V/cm. The smooth two-channel gas represents no particular molecule. Radio-frequency reactors break the assumption of a steady field. For a 13.56 MHz field that equals 20 V/cm at the start and changes at a relative rate equal to its angular frequency, the mean flight of the first start shifts by $+1.7\%$ if the field falls and $-1.5\%$ if it rises. The longer flight of the second start shifts by about $+11\%$ and $-7\%$. Over the 10 ns of the swarm the phase advances by 0.85 rad, so the swarm values do not carry over: even for a field that starts at its peak the mean energy at 10 ns is about 1.63 eV instead of 1.88 eV. The relative slope can be larger near a zero of the field. The proof survives, since a prescribed time-dependent field still fixes $\varepsilon(t)$, but \eqref{eq:closed} does not. The mean path of 0.64 mm is 3.2\% of a 20 mm gap. Flights that would reach an electrode or enter its sheath lie outside this model, and over many collisions an electron can travel much farther than one mean path. A shift of the electron speed by one thermal velocity component of a gas particle of mass 30 u changes the starting rate by 0.19\%. At a rough electron density of $10^{10}\ \mathrm{cm}^{-3}$, with as many singly charged ions, the momentum loss in Coulomb collisions is at most a few tenths of a percent of that in gas collisions at 1 eV. In this gas the ratio grows about as $\varepsilon^{-3}$ at lower energy: the ion part alone is about 2\% at 0.36 eV and about 10\% at 0.2 eV, below which some 2\% of the swarm lies at 10 ns. Elastic recoil has a relative energy-loss scale of 0.004\% per collision. Ionization is missing; one electron of the 40\,000 lies above 12 eV at 10 ns. That is too few to affect the mean energy noticeably, but the ionization caused by such electrons helps to sustain a discharge, and this model leaves it out. The numerical output follows this text.

\section*{Table of computed values}
\begin{verbatim}
pressure 1.0 Torr; gas temperature 500 K
field 20 V/cm; start energy 1.0 eV
gas density 1.9313e+16 cm^-3
elastic peak 20 A^2 at 10 eV
inelastic peak 3 A^2 at 4 eV
inelastic threshold 2 eV
start speed 0.5931 mm/ns; acceleration 0.3518 mm/ns^2
start cross section 3.9604 A^2
start collision frequency 0.4536 1/ns
largest elastic frequency 8.2569 1/ns
largest inelastic frequency 0.7482 1/ns
trial frequency 9.0051 1/ns
largest total frequency found 8.8449 1/ns
at 0.5 ns: energy 1.6810 eV, depth 0.34602, survival 0.70750, null series 0.70750
at 1.0 ns: energy 2.5380 eV, depth 1.07423, survival 0.34156, null series 0.34156
at 2.0 ns: energy 4.7794 eV, depth 4.45249, survival 0.01165, null series 0.01165
largest relative series error 2.1e-06
mean flight: law 0.81530 ns, sampled 0.81490 ns
standard error of sampled mean 0.00107 ns
mean flight with frozen start rate 2.2044 ns
sampled flights 200000; scaled distance 0.694
candidates per flight: law 7.3418, sampled 7.3416
inelastic fraction: law 0.08911, sampled 0.08876
oblique start: direction cosine -0.8
oblique mean flight: law 2.5587 ns, sampled 2.5590 ns
oblique scaled distance 0.862
doubled trial: scaled distance 0.632, candidates 14.6954
low trial 1.0 1/ns, exceeded above 1.7154 eV
low-trial mean flight: clipped law 1.1396 ns, sampled 1.1418 ns
low-trial scaled distance: clipped law 1.116, true law 78.3
swarm electrons 40000; time 10 ns; step 0.01 ns
swarm mean energy: null 1.8817 eV, stepped 1.8805 eV, low 3.7233 eV
swarm mean velocity: null 0.1755 mm/ns, stepped 0.1742, low 0.3663
null-stepped separation in standard errors: energy 0.13, velocity 0.40
candidate 1: 0.1592 ns, 1.1978 eV, acceptance 0.0658, draw 0.2420, null
candidate 2: 0.2180 ns, 1.2753 eV, acceptance 0.0721, draw 0.1618, null
candidate 3: 0.2452 ns, 1.3120 eV, acceptance 0.0752, draw 0.4473, null
candidate 4: 0.2572 ns, 1.3284 eV, acceptance 0.0765, draw 0.0205, real
rough reactor: 13.56 MHz, gap 20 mm, gas mass 30 u
rough electron density 1e+10 cm^-3, Coulomb logarithm 10
RF slope changes mean flight by +1.70 % (falling), -1.54 % (rising field)
thermal speed shift changes start rate by 0.186 %
Coulomb to gas collision ratio at start 0.085 %
mean flight path 0.6407 mm; share of gap 3.20 %
elastic recoil energy-loss scale 2m/M 0.0037 %
swarm fraction above rough ionization energy 12 eV: 0.003 %
\end{verbatim}
